**Diffuse reflection from a weakly rough wall: limits and copper example**

The program evaluates the diffuse reflection probability $D$ for an electron of wavenumber $k$ and normal wavenumber $k_z$, at a wall with rms height $\sigma$ and Gaussian correlation length $\xi$. It asserts that the spectral integral agrees with a separate real-space integral over the height correlation function. It also asserts the linear short-$\xi$ law, the quadratic long-$\xi$ law with their first corrections, and the linear grazing law. Plane-wave solutions on sample surfaces test the first-order result, flux conservation and the local-phase picture, while a two-sided matching calculation tests the finite barrier. For copper with $\sigma=0.1$ nm and $k_z=2$ nm⁻¹, the output gives $D=0.159$ at $\xi=50$ nm and $0.209$ at $\xi=1$ nm. The local power of $k_z$ is 2.02 for $\xi=50$ nm at $k_z=2$ nm⁻¹, and 1.00 for $\xi=1$ nm at $k_z=0.25$ nm⁻¹. The output also sizes higher orders, bulk scattering, film quantization, temperature and Fermi-surface anisotropy.

## Program and output

```python
"""Diffuse reflection of an electron from a weakly rough hard wall.

Result under test, for height correlation sigma^2 exp(-r^2/xi^2):
  D = 4 kz Int_{q<k} d2q/(2 pi)^2 sqrt(k^2-q^2) S(q-K),
  S(p) = pi sigma^2 xi^2 exp(-p^2 xi^2/4).
Limits: short xi      D = (2/3) kz k^3 sigma^2 xi^2
        long xi       D = 4 kz^2 sigma^2           (kz^2 xi >> k)
        long, grazing D = 4 kz sigma^2 sqrt(k/xi) Gamma(3/4)/sqrt(pi)
k: wavenumber, kz: its normal part, K: its lateral part,
sigma: rms height, xi: correlation length. Lengths in nm, energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.special import gamma, i0e, j0, spherical_jn

NODES, WEIGHTS = np.polynomial.legendre.leggauss(30)


def panel_rule(start, stop, panels=80):
    """Composite Gauss-Legendre nodes and weights."""
    edges = np.linspace(start, stop, panels + 1)
    half = np.diff(edges)[:, None] / 2
    middle = (edges[1:] + edges[:-1])[:, None] / 2
    return (middle + half * NODES).ravel(), (half * WEIGHTS).ravel()


def diffuse(k, kz, sigma, xi):
    """Spectral integral, integrated over the outgoing normal wavenumber."""
    lateral = np.sqrt(max(k**2 - kz**2, 0.0))
    t, w = panel_rule(0, k)
    q = np.sqrt(k**2 - t**2)
    kernel = np.exp(-(q - lateral)**2 * xi**2 / 4)
    kernel = kernel * i0e(q * lateral * xi**2 / 2)
    return 2 * kz * sigma**2 * xi**2 * np.sum(w * t**2 * kernel)


def diffuse_real_space(k, kz, sigma, xi):
    """Same probability directly from the height correlation function."""
    lateral = np.sqrt(max(k**2 - kz**2, 0.0))
    r, w = panel_rule(0, 8 * xi)
    corr = sigma**2 * np.exp(-(r / xi)**2)
    green = k**3 * spherical_jn(1, k * r) / (k * r)
    return 4 * kz * np.sum(w * r * corr * j0(lateral * r) * green)


def diffuse_damped(k, kz, sigma, xi, path):
    """Estimate with outgoing waves damped by a bulk mean free path."""
    lateral = np.sqrt(k**2 - kz**2)
    q, w = panel_rule(max(0, lateral - 12 / xi), lateral + 12 / xi, 200)
    qz = np.sqrt(k**2 + 1j * k / path - q**2).real
    kernel = np.exp(-(q - lateral)**2 * xi**2 / 4)
    kernel = kernel * i0e(q * lateral * xi**2 / 2)
    return 2 * kz * sigma**2 * xi**2 * np.sum(w * q * qz * kernel)


def exponent(k, kz, sigma, xi):
    """Local power of kz in the diffuse probability."""
    up, down = 1.01, 1 / 1.01
    ratio = diffuse(k, kz * up, sigma, xi) / diffuse(k, kz * down, sigma, xi)
    return np.log(ratio) / np.log(up / down)


def random_surface(shape, length, xi, sigma, rng):
    """Periodic Gaussian random surface with zero mean and rms sigma."""
    px = 2 * np.pi * np.fft.fftfreq(shape[0], length / shape[0])
    py = 2 * np.pi * np.fft.fftfreq(shape[1], length / shape[1])
    p2 = px[:, None]**2 + py[None, :]**2
    spectrum = np.fft.fft2(rng.normal(size=shape)) * np.exp(-p2 * xi**2 / 8)
    spectrum[0, 0] = 0
    height = np.fft.ifft2(spectrum).real
    return height * sigma / height.std()


def solve_wall(height, length, k, kz, centre_on_zero):
    """Impose psi=0 on the surface with plane waves, to all orders in height.

    Returns 1-specular flux, total outgoing flux, first-order diffuse flux.
    """
    nx, ny = height.shape
    lateral = np.sqrt(k**2 - kz**2)
    step = 2 * np.pi / length
    shift = int(round(lateral / step)) if centre_on_zero else 0
    mx, my = np.meshgrid(np.arange(nx) - nx // 2 - shift,
                         np.arange(ny) - ny // 2, indexing="ij")
    mx, my = mx.ravel(), my.ravel()
    x, y = np.meshgrid(np.arange(nx) * length / nx,
                       np.arange(ny) * length / ny, indexing="ij")
    phase = step * (np.outer(x.ravel(), mx) + np.outer(y.ravel(), my))
    qz = np.sqrt(k**2 - (lateral + step * mx)**2 - (step * my)**2 + 0j)
    h = height.ravel()
    matrix = np.exp(1j * (phase + np.outer(h, qz)))
    wave = np.linalg.solve(matrix, -np.exp(-1j * kz * h))
    flux = qz.real / kz * np.abs(wave)**2
    specular = flux[(mx == 0) & (my == 0)][0]
    h_fourier = np.exp(-1j * phase.T) @ h / h.size
    first = 4 * kz * np.sum(qz.real * np.abs(h_fourier)**2)
    return 1 - specular, flux.sum(), first


def barrier_amplitude(k, kz, g, amplitude, barrier_k2):
    """Wave scattered by -g from a corrugated finite potential step."""
    m = np.arange(-4, 5)
    x = np.arange(m.size) * 2 * np.pi / g / m.size
    h = amplitude * np.cos(g * x)
    q = np.sqrt(k**2 - kz**2) + g * m
    qz = np.sqrt(k**2 - q**2 + 0j)
    decay = np.sqrt(barrier_k2 - k**2 + q**2)
    lateral = np.exp(1j * g * np.outer(x, m))
    inside = lateral * np.exp(1j * np.outer(h, qz))
    outside = lateral * np.exp(np.outer(h, decay))
    matrix = np.block([[inside, -outside],
                       [1j * qz * inside, -decay * outside]])
    source = np.exp(-1j * kz * h)
    answer = np.linalg.solve(matrix, np.concatenate([-source,
                                                     1j * kz * source]))
    return abs(answer[3])


# Copper as a free-electron metal; rough inputs
lattice = 0.36
k_f = (3 * np.pi**2 * 4 / lattice**3)**(1 / 3)
h2_2m = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
e_f = h2_2m * k_f**2
sigma, xi_long, xi_rough = 0.1, 50.0, 1.0
path, thickness, temperature = 40.0, 20.0, 300.0
work_function, radius_spread = 4.5, 0.05
graze = gamma(0.75) / np.sqrt(np.pi)

# Spectral and real-space integrals agree
for kz in (0.3, 2.0, 8.0, k_f):
    a = diffuse(k_f, kz, sigma, xi_rough)
    b = diffuse_real_space(k_f, kz, sigma, xi_rough)
    assert abs(a / b - 1) < 1e-6

# Short correlation length, with its first correction
xi_short = 0.2 / k_f
short_ratios = []
for fraction in (0.1, 0.5, 1.0):
    kz = fraction * k_f
    # the height cancels in this ratio
    law = 2 / 3 * kz * k_f**3 * xi_short**2
    ratio = diffuse(k_f, kz, 1.0, xi_short) / law
    correction = (k_f**2 - kz**2 + 0.4 * k_f**2) * xi_short**2 / 4
    assert abs(ratio - (1 - correction)) < 5e-4
    short_ratios.append((fraction, ratio))
short_power = exponent(k_f, 0.5 * k_f, 1.0, xi_short)
assert abs(short_power - 1) < 0.02

# Long correlation length: limit, first correction, grazing coefficient
kz = 4.0
deficit = 1 - diffuse(k_f, kz, sigma, xi_long) / (4 * kz**2 * sigma**2)
predicted = (k_f**2 + kz**2) / (kz**4 * xi_long**2)
assert abs(deficit / predicted - 1) < 0.02
kz = 0.001
grazing_law = 4 * kz * sigma**2 * np.sqrt(k_f / xi_long) * graze
assert abs(diffuse(k_f, kz, sigma, xi_long) / grazing_law - 1) < 0.01
long_power = exponent(k_f, 2.0, sigma, xi_long)
rough_power = exponent(k_f, 0.25, sigma, xi_rough)
assert abs(long_power - 2) < 0.05 and abs(rough_power - 1) < 0.1

# All-order solution; averaging h and -h removes odd orders in height
rng = np.random.default_rng(7)
cell, shape, kz_wall = 6.0, (38, 38), 1.0
surface = random_surface(shape, cell, xi_rough, 1.0, rng)
weak = np.array([solve_wall(s * 0.01 * surface, cell, k_f, kz_wall, True)
                 for s in (1, -1)])
weak_ratio = weak[:, 0].mean() / weak[:, 2].mean()
assert abs(weak_ratio - 1) < 0.02
assert np.all(np.abs(weak[:, 1] - 1) < 0.02 * weak[:, 2])
strong = np.array([solve_wall(s * sigma * surface, cell, k_f, kz_wall, True)
                   for s in (1, -1)])
flux_error = np.max(np.abs(strong[:, 1] - 1))
assert flux_error < 0.01

# Long-wave surface, corrugated along the plane of incidence
kz_long = 2.0
profile = random_surface((192, 1), 400.0, xi_long, sigma, rng)
exact_long, total_long, first_long = solve_wall(profile, 400.0, k_f,
                                                kz_long, False)
local_phase = 1 - abs(np.mean(np.exp(2j * kz_long * profile)))**2
assert abs(total_long - 1) < 1e-3
assert abs(exact_long / local_phase - 1) < 0.03

# A finite barrier leaves the first-order scattered amplitude unchanged
barrier_k2 = (e_f + work_function) / h2_2m
barrier_ratios = []
for g in (0.5, 1.0, 3.0):
    wave = barrier_amplitude(k_f, kz_long, g, 1e-4, barrier_k2)
    barrier_ratios.append(wave / (kz_long * 1e-4))
assert np.max(np.abs(np.array(barrier_ratios) - 1)) < 1e-3

# The damped estimate returns to the undamped result for a long free path
for xi in (xi_long, xi_rough):
    a = diffuse_damped(k_f, 1.0, sigma, xi, 1e9)
    assert abs(a / diffuse(k_f, 1.0, sigma, xi) - 1) < 2e-3

print(f"Cu lattice constant (rough input) {lattice:.2f} nm")
print(f"Fermi wavenumber {k_f:.2f} 1/nm, Fermi energy {e_f:.2f} eV")
print(f"rms height {sigma:.2f} nm; xi: {xi_long:.0f} nm and {xi_rough:.0f} nm")
for xi in (xi_long, xi_rough):
    cross = graze * np.sqrt(k_f / xi)
    print(f"xi={xi:.0f} nm: k*xi={k_f*xi:.1f}, crossover kz={cross:.3f} 1/nm, "
          f"rms slope={2*sigma/xi:.4f}")
    for kz in (0.05, 0.5, 1.0, 2.0):
        d = diffuse(k_f, kz, sigma, xi)
        angle = np.degrees(np.arcsin(kz / k_f))
        print(f" kz={kz:.2f} 1/nm, angle to surface={angle:.2f} deg: "
              f"D={d:.5f}, D/quadratic={d/(4*kz**2*sigma**2):.4f}, "
              f"D/grazing={d/(4*kz*sigma**2*cross):.4f}")
print(f"power of kz: xi=50 nm, kz=2 1/nm: {long_power:.3f}")
print(f"power of kz: xi=1 nm, kz=0.25 1/nm: {rough_power:.3f}")
print(f"short limit k*xi=0.2 needs xi={xi_short:.4f} nm in Cu")
for fraction, ratio in short_ratios:
    print(f" kz/k={fraction:.1f}: D/short-limit law={ratio:.4f}")
print(f"power of kz in short limit at kz/k=0.5: {short_power:.3f}")
print(f"all orders/first order, xi=1 nm, kz=1 1/nm, sigma=0.01 nm: "
      f"{weak_ratio:.4f}")
print(f"same surface, sigma=0.1 nm: all orders D={strong[:,0].mean():.4f}, "
      f"first order D={strong[:,2].mean():.4f}")
print(f" largest flux error in that solution {flux_error:.1e}")
print(f"one xi=50 nm profile, kz=2 1/nm: all orders D={exact_long:.4f}, "
      f"first order={first_long:.4f}, local phase={local_phase:.4f}")
print(f"Gaussian average 1-exp(-4 kz^2 sigma^2) at kz=2 1/nm: "
      f"{1-np.exp(-4*kz_long**2*sigma**2):.4f}")
print(f"bulk mean free path (rough input) {path:.0f} nm")
for xi, kz in ((xi_long, 0.05), (xi_long, 2.0), (xi_rough, 1.0)):
    ratio = diffuse_damped(k_f, kz, sigma, xi, path) / diffuse(k_f, kz, sigma, xi)
    print(f" damped/undamped D, xi={xi:.0f} nm, kz={kz:.2f} 1/nm: {ratio:.3f}")
print(f"lowest standing-wave kz in a {thickness:.0f} nm film: "
      f"{np.pi/thickness:.3f} 1/nm")
print(f"thermal energy/Fermi energy at {temperature:.0f} K: "
      f"{const.k*temperature/const.e/e_f:.4f}")
print(f"Fermi radius spread (rough input) {100*radius_spread:.0f} %: "
      f"quadratic D at fixed angle changes {100*((1+radius_spread)**2-1):.1f} %")
print(f"work function (rough input) {work_function:.1f} eV")
print(f"finite-barrier/hard-wall amplitude: {min(barrier_ratios):.5f} "
      f"to {max(barrier_ratios):.5f}")
print("no test failed")
```

It prints:

```
Cu lattice constant (rough input) 0.36 nm
Fermi wavenumber 13.64 1/nm, Fermi energy 7.09 eV
rms height 0.10 nm; xi: 50 nm and 1 nm
xi=50 nm: k*xi=682.1, crossover kz=0.361 1/nm, rms slope=0.0040
 kz=0.05 1/nm, angle to surface=0.21 deg: D=0.00072, D/quadratic=7.2351, D/grazing=1.0018
 kz=0.50 1/nm, angle to surface=2.10 deg: D=0.00982, D/quadratic=0.9822, D/grazing=1.3599
 kz=1.00 1/nm, angle to surface=4.20 deg: D=0.03675, D/quadratic=0.9189, D/grazing=2.5445
 kz=2.00 1/nm, angle to surface=8.43 deg: D=0.15921, D/quadratic=0.9951, D/grazing=5.5110
xi=1 nm: k*xi=13.6, crossover kz=2.554 1/nm, rms slope=0.2000
 kz=0.05 1/nm, angle to surface=0.21 deg: D=0.00470, D/quadratic=46.9611, D/grazing=0.9195
 kz=0.50 1/nm, angle to surface=2.10 deg: D=0.04728, D/quadratic=4.7282, D/grazing=0.9258
 kz=1.00 1/nm, angle to surface=4.20 deg: D=0.09652, D/quadratic=2.4131, D/grazing=0.9450
 kz=2.00 1/nm, angle to surface=8.43 deg: D=0.20916, D/quadratic=1.3073, D/grazing=1.0239
power of kz: xi=50 nm, kz=2 1/nm: 2.020
power of kz: xi=1 nm, kz=0.25 1/nm: 1.003
short limit k*xi=0.2 needs xi=0.0147 nm in Cu
 kz/k=0.1: D/short-limit law=0.9862
 kz/k=0.5: D/short-limit law=0.9886
 kz/k=1.0: D/short-limit law=0.9960
power of kz in short limit at kz/k=0.5: 1.005
all orders/first order, xi=1 nm, kz=1 1/nm, sigma=0.01 nm: 0.9989
same surface, sigma=0.1 nm: all orders D=0.0951, first order D=0.1063
 largest flux error in that solution 1.4e-04
one xi=50 nm profile, kz=2 1/nm: all orders D=0.1483, first order=0.1594, local phase=0.1488
Gaussian average 1-exp(-4 kz^2 sigma^2) at kz=2 1/nm: 0.1479
bulk mean free path (rough input) 40 nm
 damped/undamped D, xi=50 nm, kz=0.05 1/nm: 1.419
 damped/undamped D, xi=50 nm, kz=2.00 1/nm: 1.001
 damped/undamped D, xi=1 nm, kz=1.00 1/nm: 1.010
lowest standing-wave kz in a 20 nm film: 0.157 1/nm
thermal energy/Fermi energy at 300 K: 0.0036
Fermi radius spread (rough input) 5 %: quadratic D at fixed angle changes 10.3 %
work function (rough input) 4.5 eV
finite-barrier/hard-wall amplitude: 1.00000 to 1.00000
no test failed
```
